# Racah Energies of d² Terms and Their Highest-Spin Intervals

Place two, three, seven or eight electrons in one and the same model d shell and compute their Coulomb repulsion. In each case there are two terms of highest spin, an F term and a P term, and in each case the P term lies 2.779 eV above the F term. The number of repelling pairs grows from 1 to 28 along this series, yet the interval does not move. For two electrons the singlet terms follow a different pattern, and a second energy constant is needed to place them relative to the triplets. Both facts follow from the way the Coulomb repulsion acts inside a d shell.

The assumptions are these. All d electrons share one radial function $R(r)$, normalized by $\int_0^\infty R^2r^2dr=1$. The repulsion is treated to first order within the configuration, so mixing with other configurations is left out, and so is spin-orbit coupling. The one-electron energy is common to all terms of a configuration and is omitted: the energies below are repulsion energies.

For two electrons there are $5\times5=25$ orbital product states. Angular momentum addition gives $L=0,1,2,3,4$, each once. Their symmetry under exchange of the two electrons follows from counting states with given $M=m_1+m_2$. At $M=4$ there is one product, $(2,2)$, which is symmetric, so $L=4$ is symmetric. At $M=3$ the products $(2,1)$ and $(1,2)$ give one symmetric and one antisymmetric combination. The symmetric one belongs to $L=4$, since lowering operators preserve exchange symmetry, so $L=3$ is antisymmetric. At $M=2,1,0$ the numbers of symmetric and antisymmetric combinations are $(2,1)$, $(2,2)$ and $(3,2)$. Each step adds one state, belonging to the new value of $L$: symmetric for $L=2$, antisymmetric for $L=1$, symmetric for $L=0$. The exchange parity is therefore $(-1)^L$. The complete wavefunction must be antisymmetric, so odd $L$ goes with the symmetric spin triplet and even $L$ with the antisymmetric singlet. The terms are $^3F$, $^3P$, $^1G$, $^1D$ and $^1S$.

The repulsion is invariant under rotations, and each $L$ occurs once. It is therefore diagonal in these states, and each term energy is its expectation value in the orbital pair function. No separate exchange term has to be added, because the pair function already has the right symmetry.

With $\omega$ the angle between the directions of the two electrons, the multipole expansion reads

$$\frac1{r_{12}}=\sum_{k=0}^{\infty}\frac{r_<^k}{r_>^{k+1}}P_k(\cos\omega),$$

where $r_<$ and $r_>$ are the smaller and the larger of $r_1,r_2$. Since every orbital has the same radial factor, the radial integration can be done once for each $k$:

$$F^k=\frac{e^2}{4\pi\varepsilon_0}\int_0^\infty\!\!\int_0^\infty R(r_1)^2R(r_2)^2\,\frac{r_<^k}{r_>^{k+1}}\,r_1^2r_2^2\,dr_1dr_2 .$$

What remains is the angular operator $V=\sum_kF^kP_k(\cos\omega)$. By the addition theorem, $P_k(\cos\omega)$ is a sum of products of one harmonic of order $k$ for each electron. Each harmonic is integrated against a product of two d harmonics. Such a product has even parity and contains harmonics of order at most 4, so only $k=0,2,4$ contribute:

$$V=F^0+F^2P_2+F^4P_4 .$$

The operator $P_4$ can be exchanged for one with a direct physical meaning. Completeness of the spherical harmonics, combined with the addition theorem, gives

$$\sum_{k=0}^{\infty}(2k+1)P_k(\cos\omega)=4\pi\,\delta(\Omega_1,\Omega_2)\equiv D .$$

The operator $D$ acts only when the two electrons lie in the same direction from the nucleus. It is a contact interaction in angle. Inside the d shell the selection rule just found reduces the sum to

$$D=1+5P_2+9P_4,\qquad P_4=\tfrac19\left(D-1-5P_2\right).$$

Inserting this into $V$ and collecting terms yields

$$V=\left(F^0-\tfrac19F^4\right)+\left(F^2-\tfrac59F^4\right)P_2+\tfrac19F^4\,D .$$

The Racah parameters are these three coefficients, scaled so that the term energies have integer coefficients:

$$A=F^0-\frac{F^4}{9},\qquad B=\frac1{49}\left(F^2-\frac{5F^4}{9}\right),\qquad C=\frac{5F^4}{63}.$$

Since $\frac75C=\frac19F^4$, the repulsion in the d shell is

$$V=A+49B\,P_2+\tfrac75C\,D. \tag{1}$$

In terms of the scaled integrals $F_0=F^0$, $F_2=F^2/49$, $F_4=F^4/441$, the same definitions are $A=F_0-49F_4$, $B=F_2-5F_4$, $C=35F_4$. Equation (1) shows what they measure: $A$ is the same for every pair, $B$ multiplies a quadrupole interaction, and $C$ multiplies the contact interaction. If the integrals were in the ratio $F^0:F^2:F^4=1:5:9$, both $A$ and $B$ would vanish and only contact would remain. The Coulomb repulsion cannot reach that case, because its $F^k$ decrease with $k$.

The eigenvalues of $P_2$ come from angular momentum algebra. Let $\mathbf n$ be the unit vector to an electron and $T_{ij}=n_in_j-\frac13\delta_{ij}$. Then

$$\sum_{ij}T_{ij}(1)T_{ij}(2)=\cos^2\omega-\tfrac13-\tfrac13+\tfrac39=\cos^2\omega-\tfrac13,$$

so that $P_2=\frac32\cos^2\omega-\frac12=\frac32\sum_{ij}T_{ij}(1)T_{ij}(2)$. By the Wigner–Eckart theorem, the symmetric traceless tensor $T_{ij}$ is, within the d shell, proportional to the one built from the angular momentum $\mathbf l$, taken in units of $\hbar$:

$$T_{ij}=\alpha Q_{ij},\qquad Q_{ij}=\tfrac12(l_il_j+l_jl_i)-2\delta_{ij},$$

where $2=l(l+1)/3$ removes the trace. The state $m=0$, with angular function proportional to $3z^2-1$ for $z=\cos\theta$, fixes $\alpha$:

$$\langle z^2\rangle=\frac{\int_0^1z^2(3z^2-1)^2dz}{\int_0^1(3z^2-1)^2dz}=\frac{\frac97-\frac65+\frac13}{\frac95-2+1}=\frac{44/105}{4/5}=\frac{11}{21}.$$

Hence $\langle T_{zz}\rangle=\frac{11}{21}-\frac13=\frac4{21}$, while $\langle Q_{zz}\rangle=0-2=-2$, and $\alpha=-\frac2{21}$.

Next, the product of the two tensors is expressed through $X=\mathbf l_1\cdot\mathbf l_2$. Write $S_{ij}=\frac12(l_il_j+l_jl_i)$, whose trace is 6. The trace terms give

$$\sum_{ij}Q_{ij}(1)Q_{ij}(2)=\sum_{ij}S_{ij}(1)S_{ij}(2)-12-12+12 .$$

Because $S_{ij}(1)$ is symmetric, $S_{ij}(2)$ may be replaced by $l_i(2)l_j(2)$ in the sum. The first half of $S_{ij}(1)$ then contributes $\frac12\sum_{ij}l_i(1)l_j(1)l_i(2)l_j(2)=\frac12X^2$. In the second half the order is reversed by the commutator $l_jl_i=l_il_j-i\sum_k\epsilon_{ijk}l_k$:

$$\tfrac12\sum_{ij}l_j(1)l_i(1)l_i(2)l_j(2)=\tfrac12X^2-\tfrac i2\sum_{ijk}\epsilon_{ijk}\,l_k(1)l_i(2)l_j(2).$$

The same commutator gives $\sum_{ij}\epsilon_{ijk}l_il_j=i\,l_k$, so the last term is $-\frac i2\cdot iX=+\frac12X$. Altogether

$$\sum_{ij}Q_{ij}(1)Q_{ij}(2)=X^2+\tfrac12X-12 .$$

With the prefactor $49\cdot\frac32\cdot\alpha^2=49\cdot\frac32\cdot\frac4{441}=\frac23$, the result is

$$49P_2=\tfrac23\left(X^2+\tfrac12X-12\right),\qquad X=\tfrac12\left[L(L+1)-12\right]. \tag{2}$$

The expression for $X$ follows from $\mathbf L^2=\mathbf l_1^2+\mathbf l_2^2+2X$ with $\mathbf l_1^2=\mathbf l_2^2=6$. The values are

$$\begin{array}{c|ccccc}L&0&1&2&3&4\\\hline X&-6&-5&-3&0&4\\49P_2&14&7&-3&-8&4\end{array}$$

For example, $L=3$ has $X=0$ and $49P_2=\frac23(-12)=-8$, and $L=1$ has $\frac23(25-\frac52-12)=7$.

For odd $L$ the contact operator gives zero at once: an antisymmetric orbital function obeys $\psi(\Omega,\Omega)=-\psi(\Omega,\Omega)=0$. For even $L$, define a map $K$ from pair functions to functions on the sphere by $(K\psi)(\Omega)=\sqrt{4\pi}\,\psi(\Omega,\Omega)$. Then $\langle\phi|D|\psi\rangle=4\pi\int\phi^*(\Omega,\Omega)\psi(\Omega,\Omega)\,d\Omega$ means that $D=K^\dagger K$. The reversed product $KK^\dagger$ acts on functions of one direction, and its kernel is

$$4\pi\left[\sum_mY_{2m}(\Omega)Y_{2m}^*(\Omega')\right]^2=4\pi\left[\frac5{4\pi}P_2(\cos\omega)\right]^2=\frac{25}{4\pi}P_2(\cos\omega)^2,$$

where $\omega$ is now the angle between $\Omega$ and $\Omega'$. The map $K$ commutes with rotations, so it takes the pair state $\psi_{LM}$ to a multiple of $Y_{LM}$, and $K^\dagger$ takes $Y_{LM}$ back to a multiple of $\psi_{LM}$, because each $L$ occurs once. The two products $K^\dagger K$ and $KK^\dagger$ thus have the same eigenvalue for each $L\le4$. To read it off, set $x=\cos\omega$ and expand

$$P_2^2=\tfrac14(9x^4-6x^2+1)=\tfrac15+\tfrac27P_2+\tfrac{18}{35}P_4 .$$

By the addition theorem, a kernel $P_L(\cos\omega)$ multiplies $Y_{LM}$ by $4\pi/(2L+1)$ and annihilates harmonics of other orders. If $c_L$ is the coefficient of $P_L$ in the expansion, the eigenvalue of $D$ is $25c_L/(2L+1)$:

$$D_{L=0}=25\cdot\tfrac15=5,\qquad D_{L=2}=\tfrac{25}5\cdot\tfrac27=\tfrac{10}7,\qquad D_{L=4}=\tfrac{25}9\cdot\tfrac{18}{35}=\tfrac{10}7 .$$

Multiplied by $\frac75C$, these are $7C$, $2C$ and $2C$. Together with (1) and the table of $49P_2$ they give the five energies:

$$\begin{aligned}
E(^3F)&=A-8B,\\
E(^3P)&=A+7B,\\
E(^1D)&=A-3B+2C,\\
E(^1G)&=A+4B+2C,\\
E(^1S)&=A+14B+7C.
\end{aligned}$$

The triplet interval is $15B$. The constant $C$ is absent because electrons in a triplet never meet in the same direction, so the contact part of their repulsion has nothing to act on. The converse does not hold: the singlet interval $E(^1G)-E(^1D)=7B$ is also free of $C$, since these two terms happen to have equal contact energies.

The absence of $C$ from highest-spin intervals extends to every $d^n$. For $n\le5$ the state with $M_S=S$ has all spins up. Its orbital function is antisymmetric in every pair, so $D$ vanishes for every pair. The constant $A$ counts the $n(n-1)/2$ pairs, and only the quadrupole part, proportional to $B$, can distinguish the terms.

For $n>5$ the highest-spin state with $M_S=S$ has five electrons with spin up and $n-5$ with spin down. Contact between electrons of equal spin vanishes as before. Electrons of opposite spin can meet, but the spin-up half shell is full, and its angular density is uniform, $\sum_m|Y_{2m}|^2=5/4\pi$. Each spin-down electron therefore has contact energy $\frac75C\cdot4\pi\cdot\frac5{4\pi}=7C$, whatever its orbital. All highest-spin terms are raised by the same $7(n-5)C$, which drops out of their intervals. The uniform half shell also has no quadrupole moment, so its $P_2$ interaction with the spin-down electrons is zero. The splitting in $d^n$ is then that of $n-5$ electrons of one spin: $d^7$ repeats $d^2$, and $d^8$ repeats $d^3$.

It remains to compare three electrons of one spin with two. Let $t^{ij}_{ab}$ be the matrix of $T_{ij}$ between real d orbitals $a,b$, and let $\mathcal T_{ij}=\sum_{ab}t^{ij}_{ab}a_a^\dagger a_b$ be its sum over all electrons. The pair sum of $P_2$ is

$$\sum_{p<q}P_2(p,q)=\frac34\left[\sum_{ij}\mathcal T_{ij}^2-\sum_p\sum_{ij}T_{ij}(p)^2\right],$$

where each $T_{ij}$ is restricted to the d shell. The last sum is a rotational scalar for each electron, hence a constant for given $n$. Now describe the half shell by its holes, with $h_a^\dagger=a_a$. Then $a_a^\dagger a_b=\delta_{ab}-h_b^\dagger h_a$. The matrix $t^{ij}$ is real, symmetric and traceless, so $\mathcal T_{ij}$ becomes minus the same operator for holes, and its square is unchanged. The angular momentum matrices are antisymmetric in real orbitals, so a second minus sign arises and $\mathbf L$ keeps its form. Three electrons, which are two holes, thus have the same F and P terms and the same interval $15B$ as two electrons. The remaining configurations, $d^1,d^4,d^5,d^6,d^9$, have a single highest-spin term each, since their partly filled half shell holds one electron or one hole, or is absent.

The energies themselves follow from averages. Over the ten antisymmetric orbital pair states, the mean of $49P_2$ is $[7(-8)+3(7)]/10=-\frac72$. Averaged over all states of three parallel spins, three pairs give $-\frac{21}2$. If the $B$ coefficient of $^4F$ is $x$, that of $^4P$ is $x+15$, and $[7x+3(x+15)]/10=x+\frac92=-\frac{21}2$ gives $x=-15$. The full half shell has ten pairs and contributes $-35$. Hence

$$\begin{aligned}
d^3:&\quad {}^4F=3A-15B,&{}^4P&=3A,\\
d^7:&\quad {}^4F=21A-43B+14C,&{}^4P&=21A-28B+14C,\\
d^8:&\quad {}^3F=28A-50B+21C,&{}^3P&=28A-35B+21C.
\end{aligned}$$

The model shell of the opening has a radial function made of two normalized Gaussian primitives, $r^2e^{-ar^2}$ with $a=4$ and $1$ bohr$^{-2}$, added with equal coefficients and then normalized. It represents no particular element. Its mean radius is 0.910 bohr, and its Slater integrals are $F^0=27.2265$, $F^2=14.1885$ and $F^4=9.1968$ eV. Therefore

$$\begin{aligned}
A&=27.2265-\frac{9.1968}9=26.2047\ \text{eV},\\
B&=\frac{14.1885-5.1093}{49}=0.1853\ \text{eV},\\
C&=\frac{5(9.1968)}{63}=0.7299\ \text{eV}.
\end{aligned}$$

In wavenumbers, $B$ is 1494 cm$^{-1}$ and $C$ is 5887 cm$^{-1}$. The term energies in eV are

$$\begin{aligned}
E(^3F)&=26.205-1.482=24.722,\\
E(^1D)&=26.205-0.556+1.460=27.109,\\
E(^3P)&=26.205+1.297=27.502,\\
E(^1G)&=26.205+0.741+1.460=28.406,\\
E(^1S)&=26.205+2.594+5.109=33.908,
\end{aligned}$$

with last digits taken from the unrounded values. The triplet interval is $15B=2.779$ eV, or 22417 cm$^{-1}$. The numerical check builds the repulsion matrix from three-dimensional Coulomb integrals computed without the multipole expansion, projects it on the eigenspaces of $\mathbf L^2$, verifies that it is a multiple of the identity in each, and obtains the same five levels, and it confirms the four equal P–F intervals.

In this list $^1D$ lies below $^3P$, although its spin is lower. The formulas give $E(^3P)-E(^1D)=10B-2C$, so $^1D$ is the lower of the two when $C<5B$; here $C/B=3.94$. With $\rho=F^4/F^2$ the definitions yield

$$\frac CB=\frac{35\rho}{9-5\rho},$$

and $C=5B$ corresponds to $\rho=\frac34$. The place of $^3F$ is more secure. Since $(r_</r_>)^k$ decreases with $k$ wherever $r_1\ne r_2$, one has $F^2>F^4>0$, so $B$ and $C$ are positive. The other terms lie above $^3F$ by $15B$, $5B+2C$, $12B+2C$ and $22B+7C$, all positive. If the charge is squeezed into a thin spherical layer, $\rho$ approaches 1 and $C/B$ approaches $\frac{35}4$; then $^3P$ falls below $^1D$, and $^3F$ is still lowest.

The intervals for different $n$ are equal here because one radial function, and hence one value of $B$, serves all of them. In real ions the radial function changes with the number of electrons and the nuclear charge, and $B$ generally changes with it. If each term is given its own optimized radial function, $A$ and $B$ differ between the terms and the one-electron energy no longer cancels, so the derivation of the interval $15B$ does not apply. Mixing with other configurations generally shifts the terms by unequal amounts. In $d^2$, spin-orbit coupling splits the triplet terms into levels and mixes levels of equal total angular momentum, including triplets with singlets. The rule that highest-spin intervals contain only $B$ belongs to the first-order energies of one configuration with one radial function.

## Table of computed values

```
Model d shell: Gaussian exponents (bohr^-2): 4.0 1.0
Primitive coefficients before normalization: 0.5 0.5
Mean radius: 0.9103 bohr
F^0 = 27.22653 eV
F^2 = 14.18851 eV
F^4 = 9.19678 eV
A = 26.20467 eV
B = 0.18529 eV
C = 0.72990 eV
C/B = 3.9393 (dimensionless)
Angular eigenvalues (dimensionless):
  1S: 49 P2 = 14.0000, D = 5.0000, 7D/5 = 7.0000
  3P: 49 P2 = 7.0000, D = -0.0000, 7D/5 = -0.0000
  1D: 49 P2 = -3.0000, D = 1.4286, 7D/5 = 2.0000
  3F: 49 P2 = -8.0000, D = -0.0000, 7D/5 = -0.0000
  1G: 49 P2 = 4.0000, D = 1.4286, 7D/5 = 2.0000
d^2 repulsion energies (eV): diagonalization, Racah formula, above 3F
  3F: 24.72235, 24.72235, 0.00000
  3P: 27.50169, 27.50169, 2.77934
  1D: 27.10860, 27.10860, 2.38625
  1G: 28.40563, 28.40563, 3.68328
  1S: 33.90804, 33.90804, 9.18569
Largest difference of the two roads: 3.4e-13 eV
Highest-spin terms: B coefficients of F and P, common C coefficient
  d^2: -8.000, 7.000, 0.000; P-F interval = 2.77934 eV
  d^3: -15.000, -0.000, 0.000; P-F interval = 2.77934 eV
  d^7: -43.000, -28.000, 14.000; P-F interval = 2.77934 eV
  d^8: -50.000, -35.000, 21.000; P-F interval = 2.77934 eV
B = 1494.5 cm^-1
C = 5887.1 cm^-1
3P-3F interval = 22416.9 cm^-1
```
